# Choosing intermediate states in compressed multistate pair-density functional theory

## The decision

Near an avoided crossing, a user of multiconfiguration pair-density functional theory (MC-PDFT) must decide whether to accept an energy evaluated separately for each configuration-interaction (CI) state, or to let the states interact after the functional has been applied. Compressed-state multistate PDFT (CMS-PDFT) does the second. It first rotates the CI states into intermediate states, then builds and diagonalises a small effective Hamiltonian. The user chooses which states enter. The program chooses the rotation, by maximising the summed classical Coulomb energies of the intermediate states. What this criterion can and cannot see determines when the setting is safe.

## The quantity being maximised

Take $N$ real orthonormal CI states built from one common set of real orbitals. With spin-summed excitation operators $\hat E_{pq}$, define $D^{IJ}_{pq}=\langle I|\hat E_{pq}|J\rangle$, write $D_I$ for $D^{II}$, and let $T_{IJ}=\tfrac12(D^{IJ}+D^{JI})$ be the symmetrised transition density matrix. The Coulomb inner product is

$$(X|Y)=\sum_{pqrs}X_{pq}\,(pq|rs)\,Y_{rs}.$$

For symmetric $X$, $(X|X)$ is twice the electrostatic self-energy of the charge distribution $\sum_{pq} X_{pq}\phi_p\phi_q$, so it is not negative. The objective is

$$Q=\tfrac12\sum_I (D_I|D_I).$$

Active-space density matrices suffice. Doubly occupied inactive orbitals add the same matrix $D_c$ to every $D_I$, which changes $Q$ by $\tfrac N2(D_c|D_c)+(D_c|\sum_I D_I)$. The sum $\sum_I D_I$ is a trace over the model space, unchanged by rotation, so this addition is a constant.

## Two states: a sinusoid in four times the angle

Rotate one pair:

$$I'=\cos\theta\, I+\sin\theta\, J,\qquad J'=-\sin\theta\, I+\cos\theta\, J .$$

A density matrix is bilinear in the state, hence

$$D_{I'}=\cos^2\theta\,D_I+\sin^2\theta\,D_J+2\sin\theta\cos\theta\,T,$$

$$D_{J'}=\sin^2\theta\,D_I+\cos^2\theta\,D_J-2\sin\theta\cos\theta\,T .$$

Set $S=(D_I+D_J)/2$ and $\Delta=(D_I-D_J)/2$. With $\cos^2\theta=(1+\cos2\theta)/2$, $\sin^2\theta=(1-\cos2\theta)/2$ and $2\sin\theta\cos\theta=\sin2\theta$,

$$D_{I'}=S+v,\qquad D_{J'}=S-v,\qquad v=\Delta\cos2\theta+T\sin2\theta .$$

In the sum of the two Coulomb energies the cross terms $\pm(S|v)$ cancel:

$$Q=\tfrac12(S+v|S+v)+\tfrac12(S-v|S-v)=(S|S)+(v|v).$$

Since $S$ is fixed, the criterion maximises the self-repulsion of half the density difference between the two states. It therefore favours states whose charge distributions differ. Expanding $(v|v)$,

$$(v|v)=(\Delta|\Delta)\cos^22\theta+(T|T)\sin^22\theta+2(\Delta|T)\sin2\theta\cos2\theta ,$$

and applying the double-angle formulas once more, now to the angle $2\theta$, gives

$$Q(\theta)=Q_0+A\cos4\theta+B\sin4\theta,$$

$$Q_0=(S|S)+\tfrac12[(\Delta|\Delta)+(T|T)],\quad A=\tfrac12[(\Delta|\Delta)-(T|T)],\quad B=(\Delta|T).$$

The period is $\pi/2$ because a quarter turn merely exchanges the states, up to a sign.

Let $a=\sqrt{A^2+B^2}$ and define $\alpha$ by $A=a\cos\alpha$, $B=a\sin\alpha$. Then $Q=Q_0+a\cos(4\theta-\alpha)$, and the maximum is at

$$\theta^*=\tfrac14\,\mathrm{atan2}(B,A).$$

The gain over $\theta=0$ is $a-A\ge0$, and the curvature at the maximum is $-16a$. The two-argument arctangent matters. The condition $\tan4\theta=B/A$ also holds at the minimum, and the ordinary arctangent selects the minimum whenever $A<0$.

## Three limits that guide the choice of states

**Two localised configurations.** Let $a$ and $b$ be configurations with different charge distributions and negligible transition density, $T_{ab}=0$. Suppose the CI states are $1=\cos\varphi\,a+\sin\varphi\,b$ and $2=-\sin\varphi\,a+\cos\varphi\,b$. With $\Delta_{ab}=(D_a-D_b)/2$, the formulas above give $\Delta=\Delta_{ab}\cos2\varphi$. The transition density is $T=\sin\varphi\cos\varphi\,(D_b-D_a)=-\Delta_{ab}\sin2\varphi$. Therefore

$$A=\tfrac12(\Delta_{ab}|\Delta_{ab})\cos4\varphi,\qquad B=-\tfrac12(\Delta_{ab}|\Delta_{ab})\sin4\varphi,$$

and $\theta^*=-\varphi$ for $|\varphi|<45^\circ$. The rotation undoes the mixing and returns $a$ and $b$. This is the situation for which the setting is suited.

**States of different symmetry.** Let $I$ and $J$ belong to different real one-dimensional representations. Then $\Delta$ is totally symmetric and $T$ is not, so $B=0$. If $(\Delta|\Delta)>(T|T)$, the states stay as they are. If $(T|T)>(\Delta|\Delta)$, the maximum is at $45^\circ$ and the criterion mixes states that the true Hamiltonian cannot couple. Some symmetry operation reverses the sign of $J$ relative to $I$, and it turns $(I+J)/\sqrt2$ into $(J-I)/\sqrt2$ up to a sign. The two intermediate states thus have equal MC-PDFT energies. The coupling formula derived below then makes the final gap equal to the CI gap, so the functional contributes nothing to it. At exact symmetry the remedy is to run each symmetry separately. It does not reach nearby geometries of lower symmetry, where the mixing persists: in the two-centre model below at 3 bohr, the angle is $45^\circ$ for $Z_A=Z_B=1$ and still $34^\circ$ when $Z_B$ is raised to 1.02.

**A flat objective.** If $A=B=0$, no angle is preferred. The $\Pi_x$ and $\Pi_y$ partners of a linear molecule are an example: rotating the pair is the same as turning the molecule about its axis, which cannot change $Q$. Here the ambiguity is harmless, since the MC-PDFT energies do not change either. In general it is not. Differentiating $\theta^*$ gives

$$d\theta^*=\frac{A\,dB-B\,dA}{4(A^2+B^2)},$$

so for given changes $dA$ and $dB$ the angle can respond more strongly when the amplitude $a$ is small. A small amplitude is a warning, not a proof: for the two localised configurations above, $\theta^*=-\varphi$ however small $(\Delta_{ab}|\Delta_{ab})$ is, because $dA$ and $dB$ shrink along with $a$. It is worth inspecting both $a$ and the angle along a potential curve.

## More than two states: sweeps of pair rotations

A rotation of $I$ and $J$ leaves the other $D_K$ untouched, so the total $Q$ rises by the pair gain $a-A$. The algorithm is as follows.

1. Start from the CI states and set the accumulated rotation $U$ to the identity.
2. For each pair $I<J$, form $\Delta$ and $T$ from the current states, compute $A$ and $B$, and rotate by $\theta^*$. Update the states and $U$.
3. Repeat the sweep until the largest $|\theta^*|$ in a whole sweep is below a threshold. Leave unrotated, and out of this test, any pair whose amplitude $a$ is at the level of rounding error, because its angle is only noise.
4. Repeat from several random orthogonal starting rotations and keep the largest $Q$.

Since $Q$ never decreases and is bounded on the compact set of rotations, its values converge. At a fixed point every pair satisfies

$$(D_I-D_J|T_{IJ})=0,\qquad (\Delta|\Delta)\ge(T|T).$$

The first condition makes the whole gradient vanish, because pair rotations span all infinitesimal rotations. The second says that the diagonal second derivatives, $-16A$ for each pair, are not positive. It does not restrict the mixed derivatives, so it does not prove a local maximum, still less a global one. This is the reason for the restarts, and for checking the full Hessian when a result looks doubtful.

## From intermediate states to energies

The MC-PDFT energy of a state with density $\rho$ and on-top pair density $\Pi$ is

$$E[I]=V_{nn}+\sum_{pq}h_{pq}D_{pq}+\tfrac12(D|D)+E_{\rm ot}[\rho,\Pi].$$

Here $\Pi$ is normalised so that a closed-shell determinant has $\Pi=\rho^2/4$. For one doubly occupied orbital $\phi$ this reads $\rho=2\phi^2$, $\Pi=\phi^4$. The translated PBE functional evaluates ordinary PBE with spin densities $\rho(1\pm\zeta)/2$ and gradients $\nabla\rho\,(1\pm\zeta)/2$, where $\zeta=\sqrt{1-4\Pi/\rho^2}$, or zero when the ratio exceeds one.

The effective Hamiltonian has these energies on its diagonal and the ordinary matrix elements $\langle I|\hat H|J\rangle$ off it. For two CI states with energies $E_1$ and $E_2$, which $\hat H$ does not couple,

$$H_{12}=-\sin\theta\cos\theta\,E_1+\sin\theta\cos\theta\,E_2=\tfrac12\sin2\theta\,(E_2-E_1).$$

The eigenvalues are

$$E_\pm=\frac{H_{11}+H_{22}}2\pm\sqrt{\Big(\frac{H_{11}-H_{22}}2\Big)^2+H_{12}^2},$$

so the final gap cannot fall below $2|H_{12}|=|\sin2\theta|\,(E_2-E_1)$. Close to $|\theta|=45^\circ$ this floor is nearly the CI gap itself, so a CI gap that is clearly too large cannot be corrected there. The angle itself comes from densities alone: no state energy enters $Q$, and two states far apart in energy can be mixed as readily as two close ones.

## A worked case: charge transfer between two centres

Two electrons move in the field of fixed charges $Z_A=1.0$ and $Z_B=1.6$ at distance $R$. This is a model, not a named molecule. In one configuration each centre holds an electron; in the other both are at B. For well-separated centres, the electrostatic energy between them, apart from the common repulsion $Z_AZ_B/R$ of the fixed charges, is $(-Z_A-Z_B+1)/R$ in the first and $-2Z_A/R$ in the second. The second minus the first is $(Z_B-Z_A-1)/R=-0.4/R$, so approach favours the transfer of charge to B.

The reference is full CI for the lowest $\Sigma^+$ singlets in a finite Gaussian basis, and it lacks whatever lies outside that basis. The active orbitals are the $N+1$ leading σ natural orbitals of the state-averaged full-CI density. This replaces the usual state-averaged orbital optimisation and would not be available in a production calculation. The complete figures are in the numerical output.

At $R=5$ bohr with two states, $A=-0.0936$ and $B=0.0376$ hartree. The amplitude is

$$a=\sqrt{0.0936^2+0.0376^2}=0.1009\ \text{hartree},$$

and $\mathrm{atan2}(B,A)=158.1^\circ$, so $\theta^*=39.5^\circ$. The gain is $0.1009+0.0936=0.1945$ hartree, which agrees with the rise of $Q$ from 2.3615 to 2.5561 hartree within rounding. The ordinary arctangent would have given $-5.5^\circ$, which is the minimum. The CI states lie close to it, because they are strong mixtures: they hold 1.40 and 1.59 electrons on B's side of the midplane. The intermediate states hold 1.01 and 1.98, close to the two configurations described above.

Fourier analysis of $Q$ from explicitly rotated wavefunctions found no harmonic other than the constant and $4\theta$ above rounding error. A real-space quadrature of the Coulomb energies at another angle gave the same value as the sinusoid.

The CI energies are $-1.7980$ and $-1.7473$ hartree, so

$$H_{12}=\tfrac12\sin(79.05^\circ)\times0.0507=0.0249\ \text{hartree}.$$

With $H_{11}=-1.7720$ and $H_{22}=-1.7884$ hartree, the mean is $-1.7802$ and half the difference is $0.0082$. The root is $\sqrt{0.0082^2+0.0249^2}=0.0262$, and the CMS-PDFT energies are $-1.8064$ and $-1.7540$ hartree. The gap is 0.0524 hartree, or 1.43 eV. The energies lie 0.001 and 0.004 hartree above full CI in the same basis. With a larger basis of 9s4p2d1f functions per centre, full CI drops by 0.002 to 0.003 hartree and CMS-PDFT by less than 0.001, so these errors become 0.004 and 0.006. State-by-state MC-PDFT gives $-1.8436$ and $-1.8155$, which is 0.036 and 0.057 hartree too low.

The size of that last error can be traced. Because $D_{I'}+D_{J'}=2S$ is fixed, the summed one-electron energy does not change on rotation. For the true Hamiltonian the sum of the diagonal elements is fixed as well, so whatever the Coulomb sum gains must be compensated by the remaining electron-electron energy. In MC-PDFT the summed energy rises from $-3.6592$ to $-3.5604$ hartree, by 0.0988, while the Coulomb sum rises by 0.1946. The on-top energy thus falls by 0.0958, about half of what full compensation requires. In this example the functional is inconsistent between mixed and localised states, and the localised ones give the better energies.

## Reading the scan in distance

Gaps in hartree follow. The full-CI column is not converged with the basis. In the larger 9s4p2d1f basis it reads 0.050, 0.021, 0.014 and 0.028 at 5, 6, 7 and 10 bohr, a shift of up to 0.004, while at those distances the other gaps move by about 0.0001 and the angles by about 0.1°.

| $R$/bohr | full CI | active CI | MC-PDFT | CMS | $\lvert\theta^*\rvert$ |
|---|---|---|---|---|---|
| 3 | 0.250 | 0.247 | 0.214 | 0.253 | 41° |
| 5 | 0.050 | 0.051 | 0.028 | 0.052 | 40° |
| 6 | 0.022 | 0.032 | 0.007 | 0.022 | 21° |
| 7 | 0.017 | 0.035 | 0.009 | 0.013 | 8° |
| 10 | 0.032 | 0.052 | 0.026 | 0.026 | 0.4° |

At 10 bohr the rotation has nearly vanished and CMS-PDFT has become state-by-state MC-PDFT. Its gap is 0.005 hartree below full CI in this basis, and the rotation plays no part in that. Most of the difference is basis error of the reference: in the larger basis full CI gives 0.028 while CMS-PDFT stays at 0.026. Only about 0.001 hartree is left for the functional and the active-space wavefunctions to which it is applied. At 5 bohr, active-space CI has a slightly better gap than CMS-PDFT, but its total energies are worse and the gap hides a difference in character. The lower CI state, with 1.40 electrons near B, is mainly the configuration with one electron on each centre. The lower CMS-PDFT state, with 1.65 electrons near B, is mainly the one with both electrons at B, because $H_{22}<H_{11}$. The lower full-CI state holds 1.59, so here CMS-PDFT has the right character and active-space CI does not. Similar gaps can occur on either side of an avoided crossing, so compare the charge distributions as well.

The point at 6 bohr shows the lower bound at work. There $|\sin2\theta^*|\,(E_2-E_1)=0.678\times0.0324=0.0220$ hartree, and the CMS-PDFT gap is 0.0220 as well. The two diagonal elements are therefore nearly equal, and the gap is almost entirely coupling. Its close agreement with full CI depends on the product of an angle and a CI gap that is itself 0.011 hartree too large. It should not be read as the accuracy of the method.

## Adding a third state

With three states at 5 bohr, the sweeps converged in four passes from the CI states, and all 12 starts reached the same $Q$. A general optimiser found the same maximum, and the Hessian there is negative definite.

The energies, $-1.8069$, $-1.7549$ and $-1.3547$ hartree, differ from full CI by $+0.001$, $+0.003$ and $-0.004$. The intermediate states, however, are less simple than the energies suggest. Two of them still hold 1.02 and 1.97 electrons near B, but the third couples to them by 0.119 and $-0.086$ hartree, whereas they couple to each other by only $-0.001$. The third CI state lies about 0.4 hartree above the second, yet the criterion has mixed it in, as a criterion without energies may. The intermediate states should then not be interpreted as weakly coupled diabatic states.

## Practical guidance

- Use the setting when states of the same symmetry exchange charge character along the path. Treat different symmetries in separate calculations, and watch for the same mixing where the symmetry is only slightly broken.
- Keep the number of states fixed along a potential curve. A change of $N$ changes the objective, and can change the intermediate states.
- Include the states that interact in the region of interest. Before adding a distant one, compare the couplings and energies with and without it.
- Inspect the angles, the amplitudes $a$ and the couplings. A large angle means that the CI gap enters the answer directly; a small amplitude warns that the angle may be poorly determined.
- Where the angles are near zero, expect the errors of state-by-state MC-PDFT. The rotation repairs the treatment of mixing, not the functional or the active space.

## Table of computed values

```
Charges Z_A, Z_B: 1.0 1.6 e
Distance R, main example: 5.0 bohr
s exponents: 0.05 0.15 0.45 1.35 4.05 12.15 36.45 bohr^-2
p exponents: 0.10 0.30 0.90 bohr^-2
Two-state active natural occupations: 1.46804 0.49999 0.02535 electrons
Full-CI energies: -1.807686 -1.758106 hartree
Active-space CI energies: -1.797980 -1.747322 hartree
Sinusoid mean Q0: 2.455192 hartree
Sinusoid coefficients A, B: -0.093645 0.037644 hartree
Largest other Fourier coefficient: 1.8e-16 hartree
Optimal angle: 39.525 degree
Q at zero angle, at maximum: 2.361547 2.556120 hartree
Q at 0.3 rad: quadrature, formula: 2.456345 2.456345 hartree
Electrons near B, CI states: 1.401 1.590 electrons
Electrons near B, intermediate states: 1.010 1.981 electrons
On-top energies, intermediate states: -0.811454 -0.820545 hartree
MC-PDFT energies of CI states: -1.843641 -1.815520 hartree
Effective Hamiltonian H11, H22, H12: -1.771992 -1.788398 0.024868 hartree
CMS-PDFT energies: -1.806381 -1.754009 hartree
CMS-PDFT gap: 0.052372 hartree
CMS-PDFT gap converted: 1.425 eV
On-top energy change on larger grid: 1.9e-07 hartree
Scan: R/bohr, gaps/hartree (full CI, CAS CI, MC-PDFT, CMS), |angle|/degree
   3.0   0.25004   0.24719   0.21400   0.25257   41.17
   4.0   0.11349   0.11132   0.08652   0.11701   42.32
   5.0   0.04958   0.05066   0.02812   0.05237   39.53
   6.0   0.02150   0.03239   0.00685   0.02203   21.35
   7.0   0.01656   0.03520   0.00948   0.01282    7.83
   8.0   0.02163   0.04154   0.01623   0.01664    2.79
  10.0   0.03153   0.05161   0.02645   0.02646    0.39
Three states: full-CI energies: -1.807686 -1.758106 -1.350883 hartree
Three states: active-space CI energies: -1.797987 -1.747418 -1.349217 hartree
Three states: MC-PDFT energies of CI states: -1.843481 -1.815822 -1.370992 hartree
Three states: Q from CI states, Q maximum: 3.185170 3.426443 hartree
Three states: Q reached from CI states: 3.426443 hartree
Three states: sweeps from CI states: 4
Three states: starts reaching the maximum: 12 of 12
Three states: Q from general optimiser: 3.426443 hartree
Three states: Hessian eigenvalues: -1.8360 -0.8177 -0.8040 hartree/rad^2
Three states: electrons near B, intermediate: 1.015 1.973 1.305 electrons
Three states: H11, H22, H33: -1.735639 -1.771200 -1.409688 hartree
Three states: H12, H13, H23: -0.001014 0.118859 -0.085945 hartree
Three states: CMS-PDFT energies: -1.806896 -1.754899 -1.354732 hartree
```
